# Static dielectric screening in undoped graphene and in gapped monolayers

**Q:** I put a fixed charge near a suspended sheet and want to know how strongly the sheet screens it. What is the dielectric function of something one atom thick?

**A:** It compares two potentials in the plane. Apply a static potential energy $V_{\rm ext}$ for electrons, varying as $e^{i\mathbf q\cdot\mathbf r}$ along the sheet. The electrons rearrange, and the total becomes $V_{\rm tot}$. I define

$$\varepsilon(q)=V_{\rm ext}/V_{\rm tot}.$$

I use Hartree atomic units for the derivation, and return to nm and eV for numbers.

First we need the potential made by a charge wave $\rho\,e^{i\mathbf q\cdot\mathbf r}$ in the plane $z=0$. Outside the plane Laplace's equation holds, so the potential is $\phi_0e^{i\mathbf q\cdot\mathbf r}e^{-q|z|}$. Its slope jumps by $-2q\phi_0$ across the plane, and Gauss's law sets this jump to $-4\pi\rho$. Therefore

$$\phi_0=\frac{2\pi}{q}\rho .$$

Now let the electron density change by $\delta n=-\Pi V_{\rm tot}$. The minus sign makes $\Pi$ positive, since electrons leave regions of high potential energy. The random-phase approximation (RPA) takes $\Pi$ from independent electrons that feel the total potential. It omits exchange and correlation in the response, and I also omit fields varying within a unit cell. Then

$$V_{\rm tot}=V_{\rm ext}-\frac{2\pi}{q}\Pi V_{\rm tot}
\quad\Longrightarrow\quad
\varepsilon(q)=1+\frac{2\pi}{q}\Pi(q).$$

The question is now how $\Pi$ depends on $q$. A constant $\varepsilon$ above one needs $\Pi\propto q$. If $\Pi$ falls faster than $q$, the sheet stops screening at long wavelength.

**Q:** How do I get $\Pi$ from the bands?

**A:** By first-order perturbation theory. Let the potential be $Ve^{i\mathbf q\cdot\mathbf r}$ plus its complex conjugate. State $a$ acquires an admixture of $b$ equal to the matrix element divided by $E_a-E_b$. The density component at $\mathbf q$ is the expectation value of $e^{-i\mathbf q\cdot\mathbf r}$ per area $A$. It changes through the admixture in the ket and through that in the bra:

$$\delta n=\frac VA\sum_{ab}f_a\left[\frac{|\langle b|e^{i\mathbf q\cdot\mathbf r}|a\rangle|^2}{E_a-E_b}+\frac{|\langle a|e^{i\mathbf q\cdot\mathbf r}|b\rangle|^2}{E_a-E_b}\right].$$

Exchange the names $a$ and $b$ in the second term. Both terms then carry the same matrix element, and $\Pi=-\delta n/V$ gives

$$\Pi=\frac1A\sum_{ab}|\langle b|e^{i\mathbf q\cdot\mathbf r}|a\rangle|^2\,\frac{f_a-f_b}{E_b-E_a}.$$

For an undoped sheet at zero temperature, $f_a-f_b$ vanishes unless one state is in the valence band and the other in the conduction band. The two orders of the pair contribute equally. For bands symmetric about zero energy, with $N$ identical copies,

$$\Pi=N\int\!\frac{d^2k}{(2\pi)^2}\,\frac{2F}{E_++E_-}.$$

Here $E_\pm>0$ are the conduction energies at $\mathbf k\pm\mathbf q/2$, and $F$ is the squared overlap between a valence state at one wavevector and a conduction state at the other. Graphene has $N=4$, from two spins and two valleys.

**Q:** What is $F$ for graphene?

**A:** Near each valley the Hamiltonian is $v\,\boldsymbol\sigma\cdot\mathbf k$, up to a mirror reflection that leaves $F$ unchanged. The matrices $\boldsymbol\sigma$ act on the two sublattices. An eigenstate is a pseudospin along or against a unit vector $\mathbf n$, here $\mathbf n=\mathbf k/k$. The overlap of opposite bands is the trace of the product of two projectors:

$$F=\mathrm{Tr}\,\frac{1+\mathbf n_+\!\cdot\boldsymbol\sigma}{2}\,\frac{1-\mathbf n_-\!\cdot\boldsymbol\sigma}{2}=\frac{1-\mathbf n_+\!\cdot\mathbf n_-}{2}=\frac{|\mathbf n_+-\mathbf n_-|^2}{4}.$$

Write $k_\pm=|\mathbf k\pm\mathbf q/2|$. The two vectors differ by $\mathbf q$, so $q^2=k_+^2+k_-^2-2k_+k_-\,\mathbf n_+\!\cdot\mathbf n_-$. Solving for the scalar product gives

$$F=\frac{q^2-(k_+-k_-)^2}{4k_+k_-}.$$

**Q:** That integral looks unpleasant. Can it be done by hand?

**A:** Yes, in elliptic coordinates, because the integrand contains $k_++k_-$ and $k_+-k_-$. With $\mathbf q$ along $x$, set

$$k_x=\tfrac q2\cosh\mu\cos\nu,\qquad k_y=\tfrac q2\sinh\mu\sin\nu,$$

where $0<\mu<\infty$ and $0<\nu<2\pi$. Substitution gives $k_\pm=\frac q2(\cosh\mu\pm\cos\nu)$. Hence

$$k_++k_-=q\cosh\mu,\qquad k_+-k_-=q\cos\nu,$$
$$k_+k_-=\tfrac{q^2}{4}(\cosh^2\mu-\cos^2\nu).$$

The overlap and the area element become

$$F=\frac{\sin^2\nu}{\cosh^2\mu-\cos^2\nu},\qquad d^2k=\frac{q^2}{4}(\cosh^2\mu-\cos^2\nu)\,d\mu\,d\nu .$$

The bracket cancels in the product. With $E_++E_-=vq\cosh\mu$,

$$\Pi=\frac{N}{4\pi^2}\,\frac{q^2}{4}\,\frac{2}{vq}\int_0^{2\pi}\!\sin^2\nu\,d\nu\int_0^\infty\!\frac{d\mu}{\cosh\mu}.$$

The first integral is $\pi$. In the second put $u=\sinh\mu$, so that $d\mu/\cosh\mu=du/(1+u^2)$, and the result is $\pi/2$. Therefore

$$\Pi=\frac{Nq}{16v},\qquad \varepsilon=1+\frac{\pi N}{8v}=1+\frac{\pi}{2v}\quad(N=4).$$

The wavevector has dropped out.

**Q:** What number does this give for a suspended sheet?

**A:** In ordinary units $1/v$ becomes $e^2/(4\pi\epsilon_0\hbar v)$. I take the rough velocity $10^6$ m/s, for which $\hbar v=0.658$ eV nm. With $e^2/(4\pi\epsilon_0)=1.440$ eV nm the coupling is $1.440/0.658=2.19$, and

$$\varepsilon=1+\frac\pi2\times2.19=4.44 .$$

The value depends on the velocity: $0.8\times10^6$ m/s would give 5.30, and $1.2\times10^6$ m/s would give 3.86. The coupling is not small, so its size does not justify the RPA. Take "about 4.4" as the RPA value for this velocity. I also hold the velocity fixed. In clean neutral graphene, interactions between electrons raise it logarithmically as the wavevector falls, so in a real sheet $\varepsilon$ should drift downward toward long wavelength instead of staying strictly constant. The drift is logarithmic but not small. As a rough estimate, put $v=v_0[1+\beta\ln(k_0/k)]$ below $k_0=1$ per nm into the same integral and leave out vertex corrections. At $q=0.01$ per nm this gives $\varepsilon\approx3.2$ for a screened slope $\beta=2.19/(4\times4.44)=0.12$, and $\varepsilon\approx2.0$ for the bare slope $\beta=2.19/4=0.55$. The constant 4.44 used below is the fixed-velocity model value.

**Q:** I follow the integral. But why physically does $q$ disappear?

**A:** The undoped cone has no length of its own. It has a velocity, but no gap and no Fermi wavevector. If you halve $q$, you can halve every $\mathbf k$ in the integral and recover the same picture. The area shrinks by four and the energy denominators by two, while $F$, which depends on angles, is unchanged. So $\Pi$ halves. The Coulomb factor $2\pi/q$ doubles, and the product stays fixed.

The integral also shows which transitions do the work. A transition costs $vq\cosh\mu$, hence at least $vq$. Those costing less than $\lambda vq$ have $\sinh\mu<\sqrt{\lambda^2-1}$, and their share of $\Pi$ is

$$\frac2\pi\arctan\sqrt{\lambda^2-1}=\frac2\pi\arccos\frac1\lambda .$$

Half the response comes from energies between $vq$ and $\sqrt2\,vq$, and 78% from below $3vq$. A direct numerical integration over $\mathbf k$ agrees with both shares to within 1.5%, the tolerance set for its sharp energy cutoff. A longer wave therefore uses cheaper transitions, and the cone supplies them down to zero energy.

**Q:** So a gap removes the cheap transitions. Is that enough to send $\varepsilon$ to one?

**A:** Yes, for any periodic sheet with a gap and no free carriers, within the RPA. Two facts combine.

First, valence and conduction states at the same $\mathbf k$ are orthogonal. With a gap, the set of occupied states changes smoothly with $\mathbf k$, so the overlap amplitude between filled states at $\mathbf k$ and empty ones at $\mathbf k+\mathbf q$ starts in proportion to $q$. Its square starts as $q^2$. Second, every energy denominator is at least the gap $E_g$, so no denominator can compensate for the small overlap. Hence

$$\Pi=O(q^2),\qquad \varepsilon-1=\frac{2\pi}{q}\,O(q^2)=O(q)\to0 .$$

The real-space picture is a sheet of small dipoles. The field is the gradient of the potential, which gives one factor $q$. The bound charge is the divergence of the dipole density, which gives another. In a bulk insulator the Coulomb factor is $4\pi/q^2$, and a constant above one survives. Around a sheet the field spreads into the vacuum to a distance of about $1/q$, where there is nothing to polarize. The Coulomb factor is then $2\pi/q$, and one factor $q$ remains.

**Q:** Graphene's bands are orthogonal at equal $\mathbf k$ too. Where does the argument break there?

**A:** At the Dirac point. Far from it, where $k\gg q$, the pseudospin turns by an angle of order $q/k$, so $F\sim q^2/k^2$, just as in an insulator. The denominator is about $2vk$. These states contribute

$$\Pi\sim\frac{q^2}{v}\int\frac{k\,dk}{k^2\,k}=\frac{q^2}{v}\int\frac{dk}{k^2}.$$

The coefficient of $q^2$ diverges at small $k$. The expansion in $q/k$ fails at $k\sim q$, so the integral must stop there, and its value is about $1/q$. So $q^2$ turns into $q$. Graphene thus behaves like an insulator whose polarizability grows with the wavelength at which it is probed.

**Q:** Can you give the slope for a simple gapped sheet, so that I know how fast it approaches one?

**A:** Add a term $\Delta\sigma_z$ to the cone. The energies are $\pm E$ with $E=\sqrt{v^2k^2+\Delta^2}$, and the gap is $E_g=2\Delta$. The pseudospin now tilts out of the plane by an angle $\theta$ from $z$, with

$$\sin\theta=\frac{vk}{E},\qquad \cos\theta=\frac\Delta E .$$

For small $q$, $F=\frac14|(\mathbf q\cdot\nabla_k)\mathbf n|^2$. A radial step changes $\theta$. From $\tan\theta=vk/\Delta$ we get $d\theta/dk=(v/\Delta)\cos^2\theta=v\Delta/E^2$. A sideways step turns $\mathbf n$ about $z$ at the rate $\sin\theta/k=v/E$. Averaging over the direction of $\mathbf k$ gives each a weight of one half:

$$\overline F=\frac{q^2v^2}{8}\left(\frac{\Delta^2}{E^4}+\frac1{E^2}\right).$$

To this order both energies in the denominator equal $E$. With $v^2k\,dk=E\,dE$,

$$\Pi=N\int\frac{k\,dk}{2\pi}\,\frac{2\overline F}{2E}
=\frac{Nq^2}{16\pi}\int_\Delta^\infty\!\left(\frac{\Delta^2}{E^4}+\frac1{E^2}\right)dE .$$

The two pieces integrate to $1/(3\Delta)$ and $1/\Delta$, in total $4/(3\Delta)$. So

$$\Pi=\frac{Nq^2}{12\pi\Delta}=\frac{Nq^2}{6\pi E_g},\qquad
\varepsilon=1+r_0q,\qquad r_0=\frac{N}{3E_g}.$$

The velocity has cancelled. A larger velocity makes the pseudospin turn faster with $k$, but leaves fewer states per unit energy. The formula needs $vq\ll E_g$. In the opposite limit, $vq\gg E_g$, the gap is negligible and the cone result returns. As a test, the full integral at $vq=10E_g$ agrees with $Nq/(16v)$ to within 3%.

**Q:** Show me the two cases side by side, with numbers I might meet in the laboratory.

**A:** For the gapped sheet I take $E_g=2$ eV and $\hbar v=0.35$ eV nm, roughly the regime of monolayer MoS₂. Restoring units,

$$r_0=\frac{4\times1.440\ \text{eV nm}}{3\times2\ \text{eV}}=0.96\ \text{nm}.$$

The full integrals at zero temperature give:

| $q$ (1/nm) | graphene | gapped sheet | $1+r_0q$ |
|---|---|---|---|
| 0.01 | 4.44 | 1.010 | 1.010 |
| 0.10 | 4.44 | 1.096 | 1.096 |
| 1.00 | 4.44 | 1.948 | 1.960 |

At $q=0.1$ per nm the wavelength $2\pi/q$ is about 63 nm. Graphene reduces such a potential by a factor of 4.4, and the gapped model lowers it by about 9%.

**Q:** What happens to the potential of a point charge in the sheet?

**A:** To first order in the charge, graphene divides the whole $1/r$ potential by 4.4, within the range where the cone applies. The induced charge, as a fraction of the external charge, is $1/\varepsilon-1=-0.77$ at every $q$. A constant in $q$ is a point in space, so the screening charge sits on top of the external one, and its counterpart has moved far away. For a single elementary charge the screened coupling is still $2.19/4.44=0.49$. That is not small, so expect corrections to this linear result.

In the gapped sheet the fraction is about $-r_0q$, which vanishes as $q\to0$. The induced charge therefore sums to zero over the whole sheet, but not close to the impurity. At a distance $R\gg r_0$ the nearly bare field produces a dipole density of $r_0/(2\pi R^2)$ times the external charge. Multiplying by the circumference $2\pi R$ shows that the net induced charge inside the circle is about $-r_0/R$ of the external charge. It fades slowly with distance, balanced by a tail of opposite sign farther out. The potential is $2\pi/[q(1+r_0q)]=2\pi/q-2\pi r_0+\dots$ The first term is the bare $1/r$, and the second is a contact term. At distances much larger than $r_0$ you see the unscreened charge.

**Q:** My graphene is at room temperature. Does it still show 4.4 at the longest wavelengths?

**A:** No. The constant belongs to zero temperature. Heat creates electrons and holes, and these screen as a metal does. For a very slow potential the density follows the local chemical potential, so $\Pi\to\partial n/\partial\mu$, where $n$ counts electrons minus holes. The density of states is $N|E|/(2\pi v^2)$, and integration by parts gives

$$\int|E|\left(-\frac{\partial f}{\partial E}\right)dE=2\int_0^\infty f\,dE=2kT\ln2 .$$

Thus

$$\Pi\to\frac{N\ln2\,kT}{\pi v^2},\qquad
\varepsilon\approx1+\frac{q_s}{q},\qquad q_s=\frac{2N\ln2\,kT}{v^2}.$$

At 300 K, $kT=0.0259$ eV and

$$q_s=\frac{8\times0.693\times1.440\times0.0259}{0.658^2}=0.48\ \text{per nm}.$$

The full integral at 300 K gives $\varepsilon=48.7$ at $q=0.01$ per nm, 6.65 at 0.1, 4.60 at 0.3 and 4.44 at 1.0. The plateau returns once $\hbar vq$ is well above $kT$. At $q=0.3$ per nm the ratio is $0.3\times0.658/0.0259=7.6$, and $\varepsilon$ is within 4% of its zero-temperature value. The flat region is therefore a window. At any nonzero temperature the limit $q\to0$ is metallic.

**Q:** And if the sheet is not perfectly neutral?

**A:** Then there is a Fermi wavevector. From $n=Nk_F^2/(4\pi)$, a residual density of $10^{11}$ cm⁻² gives $k_F=0.056$ per nm. At zero temperature $\partial n/\partial\mu=Nk_F/(2\pi v)$, so

$$q_s=\frac{Nk_F}{v}=4\times2.19\times0.056=0.49\ \text{per nm}.$$

This is as large as the thermal value. Cooling alone does not uncover the plateau at long wavelength. The charge must be removed as well.

A gapped sheet is sensitive in the same way. For dilute carriers of one sign $n\propto e^{\mu/kT}$, so $\partial n/\partial\mu=n/kT$ and $q_s=2\pi n/kT$. The same $10^{11}$ cm⁻² at 300 K gives

$$q_s=\frac{2\pi\times1.440\times10^{-3}}{0.0259}=0.35\ \text{per nm}.$$

At $q=0.01$ per nm these carriers would add about 35 to $\varepsilon$ and hide the dielectric limit altogether. Carriers excited across the 2 eV gap are another matter. Their $q_s$ at 300 K is about $10^{-15}$ per nm, which is negligible for any sample.

**Q:** Where does the graphene plateau end at short wavelengths?

**A:** Curvature of the $\pi$ bands does little up to $q=1$ per nm. A honeycomb-lattice sum with hopping 3.09 eV, which has the same velocity at the Dirac point, gives 4.44 at both 0.5 and 1.0 per nm. Two other effects are larger.

One is thickness. If the charge fills a slab of thickness $d$, the Coulomb factor is multiplied by the average of $e^{-q|z-z'|}$. The separation $s$ of two random points in the slab has probability density $2(d-s)/d^2$, so the average is

$$\int_0^d\frac{2(d-s)}{d^2}e^{-qs}ds=\frac{2(x-1+e^{-x})}{x^2},\qquad x=qd .$$

For $d=0.34$ nm this lowers $\varepsilon$ at $q=1$ per nm from 4.44 to 4.08.

The other is the $\sigma$ electrons. Treat each as an oscillator of energy $W$. A static field displaces it by the field divided by $W^2$, so $n_\sigma$ of them per area contribute $\Pi=n_\sigma q^2/W^2$. That adds $2\pi n_\sigma q/W^2$ to $\varepsilon$. With six per cell and a rough $W=15$ eV, the addition is 0.35 at $q=1$ per nm. In these rough estimates each effect is about 8% of $\varepsilon$ there, with opposite signs. Both vanish as $q\to0$, so neither alters the constant.

**Q:** How close is your gapped model to real MoS₂, and what changes in a device?

**A:** The limit of one is more reliable than the slope. My model keeps one valence and one conduction band per spin and valley, and it extends the cone to infinite $k$. With $\hbar v=0.35$ eV nm, about a quarter of the 0.96 nm comes from wavevectors beyond a zone of MoS₂ size. A two-band honeycomb lattice with lattice constant 0.319 nm and the same gap and velocity gives $r_0=0.73$ nm, and $\varepsilon=1.72$ instead of 1.95 at $q=1$ per nm. The velocity cancels from $r_0$ only for the unbounded cone. The other bands also polarize. First-principles calculations that include them give an $r_0$ of roughly 4 nm, about four times the model value. I take that number as an input and do not derive it here. At $q=0.1$ per nm the linear law then gives 1.40 instead of 1.10, and at 0.01 per nm it gives 1.04. Spin-orbit splitting matters much less: widening the gap by 0.15 eV for half of the copies lowers $r_0$ from 0.96 to 0.93 nm. The linear approach does not rely on the Dirac form, because the general argument used only orthogonality and a gap. It also survives when the cone is replaced by full lattice bands: in a honeycomb lattice with a 2 eV gap, whose band edges are still Dirac-like, $\varepsilon-1$ falls by a factor of 1.997 when $q$ is halved from 0.2 to 0.1 per nm.

A device in which the sheet rests on a substrate breaks the assumption of suspension. Let the sheet lie between two thick media with dielectric constants $\kappa_1$ and $\kappa_2$. The jump condition becomes $(\kappa_1+\kappa_2)q\phi_0=4\pi\rho$, for the external charge in the plane as well as the induced one. Measured against the same external charge in vacuum,

$$\varepsilon(q)=\frac{\kappa_1+\kappa_2}{2}+\frac{2\pi}{q}\Pi(q).$$

Both sheets shift upward by $(\kappa_1+\kappa_2)/2-1$. With the velocity held fixed, neutral cold graphene keeps its added 3.44 at every $q$ in the plateau. The carrier-free gapped sheet tends to the mean of its surroundings, so at long wavelength the surroundings alone set the screening. A nearby metal gate is not covered by this formula, because the media must be thick compared with $1/q$. The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
e^2/(4 pi eps0) = 1.4400 eV nm
graphene: velocity = 1.00e+06 m/s
graphene: hbar*v = 0.6582 eV nm
graphene: coupling e^2/(4 pi eps0 hbar v) = 2.188
graphene: eps from formula, T = 0: 4.436
graphene: eps if velocity were 8.0e+05 m/s: 5.30
graphene: eps if velocity were 1.2e+06 m/s: 3.86
share from transitions below 1.414 hbar*v*q: 0.500
share from transitions below 3.000 hbar*v*q: 0.784
gapped sheet: gap = 2.00 eV, hbar*v = 0.35 eV nm
gapped sheet: r0 of Dirac bands = 0.960 nm
q (1/nm): eps graphene 0 K, graphene 300 K, gapped 0 K, 1 + r0*q
  0.01: 4.436, 48.739, 1.0096, 1.0096
  0.03: 4.436, 17.159, 1.0288, 1.0288
  0.10: 4.436, 6.647, 1.0960, 1.0960
  0.30: 4.436, 4.603, 1.2877, 1.2880
  1.00: 4.436, 4.440, 1.9484, 1.9600
gapped Dirac model: eps for hbar*v*q >> gap: 7.46
Neglected effects, graphene:
  kT at 300 K = 0.02585 eV
  thermal wavevector kT/(hbar v) = 0.0393 1/nm
  thermal screening wavevector, 300 K = 0.476 1/nm
  Fermi wavevector at 1e11 cm^-2 = 0.0560 1/nm
  screening wavevector at 1e11 cm^-2, 0 K = 0.490 1/nm
  bond = 0.142 nm, hopping = 3.090 eV
  lattice pi bands, eps at q = 0.5 1/nm: 4.442
  lattice pi bands, eps at q = 1.0 1/nm: 4.436
  slab of 0.34 nm, eps at q = 1.0 1/nm: 4.078
  sigma electrons: oscillator energy = 15 eV (rough)
  sigma electrons: added eps at q = 1.0 1/nm: 0.35
Neglected effects, gapped sheet:
  r0 with spin splitting 0.15 eV: 0.926 nm
  r0 with all bands, rough input: 4 nm
  1 + r0*q with all bands at q = 0.01 1/nm: 1.04
  1 + r0*q with all bands at q = 0.10 1/nm: 1.40
  intrinsic screening wavevector, 300 K = 1.5e-15 1/nm
  screening wavevector at 1e11 cm^-2, 300 K = 0.350 1/nm
gapped honeycomb lattice: (eps-1) ratio, q = 0.2 to 0.1 1/nm: 1.9971
```
